# A pinned surface Fermi level does not fix the band bending

## The decision

To calculate the depletion layer under a silicon surface, one must choose a boundary condition for Poisson's equation. Suppose that the calculation has been done for an n-type wafer whose surface Fermi level is pinned, and is now to be repeated for a p-type wafer with the same surface. Which number is carried over: the band bending found on the first wafer, or the position of the Fermi level in the gap at the surface? The two choices give different depletion widths and fields, and even opposite signs of the space charge.

The claim to be examined is this: "the surface is pinned, so the band bending is fixed." One pair of samples is enough to refute it.

## Two samples with the same pinning level

Let $E_V(x)$ be the valence band edge at depth $x$, with the surface at $x=0$, and let $E_F$ be the Fermi level. Define

$$y(x)=E_F-E_V(x),$$

the height of the Fermi level above the local valence edge. Its surface value is $y_s$ and its value deep in the crystal is $y_b$. Pinning means that $y_s$ has a given value $E_p$. The band bending is

$$B=E_V(0)-E_V(\text{bulk}),$$

so $B>0$ means that the bands bend upward toward the surface.

Both samples are silicon at 300 K in the dark and without bias, so that $kT=0.02585$ eV. The gap is $E_g=1.12$ eV and the effective densities of states are $N_C=2.8\times10^{19}$ and $N_V=2.7\times10^{19}$ cm$^{-3}$, all rough typical values. Both surfaces are pinned at $E_p=0.40$ eV. One sample has $10^{16}$ cm$^{-3}$ donors, the other $10^{16}$ cm$^{-3}$ acceptors. The dopants are taken as fully ionized and the carriers as non-degenerate.

**The n-type sample.** Deep inside, neutrality requires the electron density to equal the donor density. The conduction edge lies $E_g-y_b$ above the Fermi level, so

$$N_D=N_C\,e^{-(E_g-y_b)/kT}.$$

Taking the logarithm gives

$$E_g-y_b=kT\ln\frac{N_C}{N_D}=0.2052\ \text{eV},$$

and hence $y_b=1.12-0.2052=0.9148$ eV. At the surface the same Fermi level is only 0.40 eV above the valence edge. The valence edge must therefore have risen by

$$B_n=0.9148-0.40=+0.515\ \text{eV}.$$

**The p-type sample.** Here the hole density equals the acceptor density, $N_A=N_V e^{-y_b/kT}$, so

$$y_b=kT\ln\frac{N_V}{N_A}=0.2043\ \text{eV}.$$

The Fermi level is closer to the valence edge in the bulk than at the surface. The valence edge must fall toward the surface:

$$B_p=0.2043-0.40=-0.196\ \text{eV}.$$

The pinning level is the same, but the bending has changed sign and its magnitude has dropped by a factor of 2.6.

Now carry over the wrong number. If the p-type sample had the bending of the n-type one, its surface would have $y_s=0.2043-0.5148=-0.31$ eV, a Fermi level inside the valence band. Reversing the sign but keeping the magnitude does not help: then $y_s=0.2043+0.5148=0.72$ eV, which is again not 0.40 eV. Both guesses contradict the pinning they were meant to express.

What the two samples do share is the pair of barriers at the surface. The conduction edge there is $E_g-E_p=0.72$ eV above the Fermi level, and the valence edge is 0.40 eV below it. Each barrier for majority carriers is the bending plus the bulk distance from band edge to Fermi level:

$$0.72=0.515+0.205,\qquad 0.40=0.196+0.204\quad\text{(eV)}.$$

Pinning fixes the left-hand sides. Doping decides how they are divided.

## The correct statement and its proof

**Statement.** In equilibrium, for a crystal thick enough to have a neutral bulk and with a gap that does not vary with depth,

$$B=y_b-E_p .$$

The bands bend upward if the bulk Fermi level lies above the pinning level, measured from the valence edge, and downward if it lies below.

**Proof.** In equilibrium $E_F$ has one value throughout. By the definition of $y$,

$$E_V(0)=E_F-E_p,\qquad E_V(\text{bulk})=E_F-y_b .$$

Subtracting the second from the first cancels $E_F$ and leaves $B=-E_p+y_b$. Because the gap is uniform, the conduction edge moves by the same amount.

The proof uses neither Poisson's equation nor the shape of the bands. Those determine how far the bending extends, not its total. With the bulk levels found above, non-degenerate doping well above the intrinsic density $n_i$ gives

$$B_n=E_g-E_p-kT\ln\frac{N_C}{N_D},\qquad
B_p=kT\ln\frac{N_V}{N_A}-E_p .$$

### What the two bendings have in common

Subtract the two results. The pinning level cancels:

$$B_n-B_p=E_g-kT\ln\frac{N_CN_V}{N_DN_A}.$$

The intrinsic density obeys $n_i^2=N_CN_Ve^{-E_g/kT}$, which can be solved for $E_g=kT\ln(N_CN_V/n_i^2)$. Inserting this,

$$B_n-B_p=kT\ln\frac{N_DN_A}{n_i^2}.$$

This is the built-in energy of a p–n junction with the same dopings. The reason is direct: across such a junction the valence edge rises from the n side to the p side by the difference of the two bulk values of $y$, and the same difference appears here. For the two samples it is $0.515+0.196=0.711$ eV. A numerical solution of Poisson's equation for a junction with $10^{16}$ cm$^{-3}$ on each side, with no potential imposed at its ends, also gives 0.711 eV.

The pinning level thus divides a total set by the doping. The two bendings are equal and opposite when $B_n+B_p=0$, that is, when $E_p$ is the mean of the two bulk levels:

$$E_p=\tfrac12(0.9148+0.2043)=0.56\ \text{eV}.$$

A level at 0.40 eV is nearer to the p-type bulk level, so the p-type sample bends less.

### The sign is not a label of the doping type

The surface carrier densities depend on $E_p$ but not on the doping:

$$p_s=N_Ve^{-E_p/kT}=5.1\times10^{12}\ \text{cm}^{-3},$$

$$n_s=N_Ce^{-(E_g-E_p)/kT}=2.2\times10^{7}\ \text{cm}^{-3}.$$

Using $E_p=kT\ln(N_V/p_s)$ in $B_p$, and $E_g-E_p=kT\ln(N_C/n_s)$ in $B_n$, gives

$$B_p=-kT\ln\frac{N_A}{p_s},\qquad B_n=kT\ln\frac{N_D}{n_s}.$$

The bending is what it takes to change the majority density from its bulk value to its prescribed surface value. On p-type material it vanishes at $N_A=p_s$. With fewer acceptors than that, holes must accumulate at the surface and the bands bend upward, as on n-type material. With $E_p=0.40$ eV held fixed:

| Doping (cm$^{-3}$) | $B_n$ (eV) | $B_p$ (eV) |
|---|---|---|
| $10^{12}$ | +0.277 | +0.042 |
| $10^{14}$ | +0.396 | −0.077 |
| $10^{15}$ | +0.455 | −0.136 |
| $10^{16}$ | +0.515 | −0.196 |
| $10^{17}$ | +0.574 | −0.255 |

Each decade of doping changes the bending by $kT\ln10$, about 0.06 eV, so even within one type a pinned surface has no fixed bending.

The first row points to another limit. As the doping falls toward $n_i$, the logarithmic formulas fail, because both carriers then matter in the bulk. Both bulk levels approach the intrinsic level, found by setting $n=p$:

$$y_i=\frac{E_g}{2}+\frac{kT}{2}\ln\frac{N_V}{N_C}.$$

For equal dopings this is also the mean of the two bulk levels, 0.56 eV. Both bendings therefore tend to $0.56-0.40=+0.16$ eV, and the difference between the types disappears. Since n-type silicon has $y_b>y_i$, a pinning level below $y_i$ makes it bend upward at any doping. P-type silicon can then bend either way.

## What the bending does to the space charge

The difference in $B$ carries over to the charge, width and field. Take the n-type sample and write $b(x)=E_V(x)-E_V(\text{bulk})$, in joules for this derivation. The electrostatic potential is $-b/q$ plus a constant, where $q$ is the elementary charge. Poisson's equation, with permittivity $\varepsilon$ and charge density $\rho$, then reads $b''=q\rho/\varepsilon$. Raising the bands by $b$ reduces the electron density to $N_De^{-b/kT}$. Neglecting holes,

$$b''=\frac{q^2N_D}{\varepsilon}\left(1-e^{-b/kT}\right).$$

Multiply by $b'$, so that the left side becomes the derivative of $\tfrac12 b'^2$, and integrate from the bulk, where $b=b'=0$:

$$\tfrac12 b'^2=\frac{q^2N_D}{\varepsilon}\left[b-kT\left(1-e^{-b/kT}\right)\right].$$

At the surface $b=B$. For $B\gg kT$ the exponential can be dropped, which leaves $b'(0)^2=(2q^2N_D/\varepsilon)(B-kT)$. The surface field has magnitude $F=|b'(0)|/q$, and by Gauss's law the space charge per area is $\varepsilon F$. Writing this charge as $qN_s$,

$$N_s=\sqrt{\frac{2\varepsilon N\,(|B|-kT)}{q^2}} .$$

The p-type case follows by exchanging electrons with holes and reversing all signs of charge, so $|B|$ and the general doping $N$ appear. The term $-kT$ comes from majority carriers that reach into the edge of the depletion layer.

With relative permittivity 11.7, and with one factor of $q$ used to express the energy in volts, the n-type sample has

$$N_s=\sqrt{\frac{2(1.036\times10^{-12})(10^{16})(0.489)}{1.602\times10^{-19}}}
=2.5\times10^{11}\ \text{cm}^{-2}.$$

For the p-type sample 0.489 V is replaced by $0.1957-0.0259=0.170$ V, and $N_s=1.5\times10^{11}$ cm$^{-2}$. The effective width $N_s/N$, that of a fully depleted slab with the same charge, is 251 nm on n-type and 148 nm on p-type. The fields $qN_s/\varepsilon$ are 0.039 and 0.023 MV/cm. These ratios are 1.7 and not 2.6, because charge grows as the square root of $|B|-kT$.

The signs differ as well. The n-type layer contains positive donors, and its field points toward the surface. The p-type layer contains negative acceptors, and its field points inward.

Neglecting holes is justified in the n-type sample because $p_s$ is far below $10^{16}$ cm$^{-3}$. At $N_D=10^{12}$ cm$^{-3}$ the surface holes outnumber the donors, and this charge formula is no longer accurate. The bending in the table stands, since its proof did not use the charge.

## Why the surface level is held, and how well

The space charge must be balanced. On a bare surface with no outside field, the balancing charge sits in surface states. Take a uniform density $D$ of them per area and energy, with a neutrality level $E_0$ above the valence edge: the states carry no net charge when the Fermi level is at $E_0$. Raising the Fermi level above $E_0$ fills $D(y_s-E_0)$ more states per area, each with an electron, so the surface charge is $-qD(y_s-E_0)$. Thermal smearing does not alter this for a uniform density far from its band edges, because electrons missing below the Fermi level are matched by electrons above it.

In depletion, total charge zero requires

$$y_s=E_0+\frac{N_s}{D}\ \text{(n-type)},\qquad
y_s=E_0-\frac{N_s}{D}\ \text{(p-type)}.$$

The surface level is therefore not quite the neutrality level, and when both samples are depleted, as at $10^{16}$ cm$^{-3}$, it is displaced in opposite directions on the two types. These small displacements supply the opposite surface charges that the opposite bendings need. Pinning is the limit in which $N_s/D$ is negligible. A useful measure is $N_s/D<kT$, which for the n-type sample means $D$ above about $10^{13}$ cm$^{-2}$ eV$^{-1}$.

Numerical solutions of Poisson's equation with this surface charge, for $E_0=0.40$ eV and the two dopings of $10^{16}$ cm$^{-3}$, give the following:

| $D$ (cm$^{-2}$ eV$^{-1}$) | $y_s$, n / p (eV) | $B$, n / p (eV) |
|---|---|---|
| $10^{14}$ | 0.403 / 0.399 | +0.512 / −0.194 |
| $10^{13}$ | 0.425 / 0.386 | +0.490 / −0.182 |
| $10^{12}$ | 0.595 / 0.303 | +0.320 / −0.098 |

In the first row the n-type shift is $2.5\times10^{11}/10^{14}$ eV, or 2.5 meV, as the formula says. In the last row the two surface levels are 0.29 eV apart, and the surface is no longer pinned. There $N_s$ must be evaluated with the reduced bending. For n-type, $|B|-kT$ falls from 0.489 to 0.294 eV, so

$$\frac{N_s}{D}=0.2515\sqrt{\frac{0.294}{0.489}}=0.195\ \text{eV},$$

which matches the solved shift $0.595-0.40$ eV.

In every row $B=y_b-y_s$, because that relation needs only a flat Fermi level. As $D\to0$ no surface charge is available, $y_s$ goes to $y_b$, and the bands become flat. Strong pinning fixes $y_s$; absence of surface charge fixes $B=0$. For dopings well above $n_i$, neither limit gives the two types a common nonzero bending.

## Bias, temperature and real contacts

For a metal contact at zero bias, the formula for $B$ is unchanged once $E_p$ is known, though the metal now carries part of the balancing charge. Under bias the pinning can persist while the bending changes. Let the metal be at voltage $V$ relative to the semiconductor bulk, and suppose that the surface level stays tied to the Fermi level of the metal. The bulk Fermi level then lies $qV$ above that of the metal. The two lines of the proof become $E_V(0)=E_{F,\text{metal}}-E_p$ and $E_V(\text{bulk})=E_{F,\text{metal}}+qV-y_b$, so

$$B=y_b-E_p-qV.$$

Positive $V$ lowers the bending on n-type silicon, and negative $V$ lowers its magnitude on p-type silicon. Light also takes the sample out of equilibrium, and the equilibrium formula then no longer applies.

Temperature acts through the bulk levels. At 400 K, with the doping and $E_p$ held fixed and the gap reduced to a rough 1.09 eV, and with $N_C$ and $N_V$ scaled as $T^{3/2}$, the bendings are +0.40 and −0.11 eV. Both magnitudes shrink because the bulk Fermi levels move toward midgap; on n-type the smaller gap takes away a further 0.03 eV.

The statistical approximations matter little here. Including dopant occupation, with levels a rough 45 meV from the band edges, and Fermi–Dirac carriers changes $B_n$ by −0.1 meV and $B_p$ by +0.2 meV at $10^{16}$ cm$^{-3}$. At $10^{17}$ cm$^{-3}$ the changes are about −1 and +2 meV.

Under a metal, a carrier is also attracted by its image charge. At distance $z$ this lowers its energy by $q^2/(16\pi\varepsilon z)$, while the field lowers it by $qFz$. The barrier top lies where the sum is least, at $z^2=q/(16\pi\varepsilon F)$. There the two terms are equal, and together they give

$$\Delta=q\sqrt{\frac{qF}{4\pi\varepsilon}} .$$

This is 22 meV for electrons on the n-type sample and 17 meV for holes on the p-type one. It lowers the barrier that the current must cross, not the bending defined by $E_p$.

Tunnelling likewise concerns the current. For a parabolic barrier $|B|(1-x/w)^2$ of width $w=N_s/N$, a carrier of mass $m$ at the bulk band edge has the exponent

$$\frac{2}{\hbar}\int_0^w\sqrt{2m|B|}\left(1-\frac{x}{w}\right)dx=\frac{w\sqrt{2m|B|}}{\hbar}.$$

With a rough mass of 0.2 electron masses it is about 410 for n-type and 150 for p-type, so tunnelling at that energy is negligible. The parabola leaves out the gradual tail of the real barrier, which makes the exponent larger still. The estimate does not cover carriers thermally excited close to the barrier top. The n-type field is 0.13 of a rough breakdown field of 0.3 MV/cm.

Beside real contacts, the electron barrier of 0.72 eV is of the usual size: many metals and silicides on n-type silicon have barriers of very roughly 0.6 to 0.8 eV. A doping of $10^{16}$ cm$^{-3}$ is ordinary, whereas $10^{12}$ cm$^{-3}$ requires unusually pure silicon. The assumption most open to doubt is a single $E_p$ for both types, since real barriers depend to some extent on the metal and on the preparation of the interface. The effect is easy to size: an $E_p$ higher by 0.05 eV makes $B_n$ smaller by 0.05 eV and $B_p$ more negative by the same amount. A well-oxidized silicon surface has far fewer states than the table assumes, and should not be treated as pinned.

For the calculation at the start, the number to carry from the n-type wafer to the p-type wafer is therefore $y_s=E_p$, provided that the surface states are dense enough and the preparation is the same. The bending must be computed anew from the doping and the temperature. The remaining digits are in the numerical output below.

## Computed values

```
Temperature 300 K, kT = 0.02585 eV
Silicon gap (rough) 1.12 eV, relative permittivity 11.7
Nc = 2.80e+19 cm^-3, Nv = 2.70e+19 cm^-3 (rough)
Intrinsic density 1.08e+10 cm^-3
Pinning level above valence edge 0.40 eV
Electron barrier 0.72 eV, hole barrier 0.40 eV
Doping of each sample 1.0e+16 cm^-3
kT ln(Nc/N) = 0.2052 eV
kT ln(Nv/N) = 0.2043 eV
n-type: bulk E_F - E_V = 0.9148 eV
n-type: bending B = +0.5148 eV
n-type: charge number 2.515e+11 cm^-2
n-type: effective width 251.5 nm
n-type: surface field 0.0389 MV/cm
p-type: bulk E_F - E_V = 0.2043 eV
p-type: bending B = -0.1957 eV
p-type: charge number 1.482e+11 cm^-2
p-type: effective width 148.2 nm
p-type: surface field 0.0229 MV/cm
Ratio of bending magnitudes n/p 2.63
B_n - B_p = 0.7105 eV
Solved p-n junction built-in energy 0.7105 eV
Pin level for equal and opposite bending 0.5595 eV
p-type surface E_F - E_V if B were B_n: -0.3105 eV
Surface holes 5.15e+12 cm^-3, electrons 2.25e+07 cm^-3
Flat-band acceptor doping 5.15e+12 cm^-3
Doping 1e+12 cm^-3: B_n = +0.277 eV, B_p = +0.042 eV
Doping 1e+14 cm^-3: B_n = +0.396 eV, B_p = -0.077 eV
Doping 1e+15 cm^-3: B_n = +0.455 eV, B_p = -0.136 eV
Doping 1e+16 cm^-3: B_n = +0.515 eV, B_p = -0.196 eV
Doping 1e+17 cm^-3: B_n = +0.574 eV, B_p = -0.255 eV
D = 1e+12 cm^-2 eV^-1: surface E_F - E_V n 0.5950 eV, p 0.3027 eV
  solved bending n +0.3198 eV, p -0.0985 eV
D = 1e+13 cm^-2 eV^-1: surface E_F - E_V n 0.4245 eV, p 0.3858 eV
  solved bending n +0.4903 eV, p -0.1816 eV
D = 1e+14 cm^-2 eV^-1: surface E_F - E_V n 0.4025 eV, p 0.3985 eV
  solved bending n +0.5123 eV, p -0.1943 eV
Dopant depth (rough) 45 meV
Full statistics at 1e+16 cm^-3 change B by n -0.10 meV, p +0.21 meV
Full statistics at 1e+17 cm^-3 change B by n -0.96 meV, p +1.92 meV
Gap at 400 K (rough) 1.09 eV, pin level kept
Bending at 400 K: n +0.402 eV, p -0.113 eV
Image lowering under a metal: n 21.9 meV, p 16.8 meV
Tunnelling mass (rough) 0.2 electron masses
Tunnelling exponent: n 413, p 150
Breakdown field (rough) 0.3 MV/cm; n-type field is 0.13 of it
```
